**Gate noise from tunnelling oxide traps: formula, finite film and device spread**

The program examines \(S_V=q^2kTN_t\lambda/(AC_{\rm ox}^2f)\), the one-sided gate-voltage spectrum averaged over devices, for interface charge and a wide range of trap times. Here \(q\) is the elementary charge, \(kT\) the thermal energy, \(N_t\) the trap density per volume and energy, \(\lambda\) the decay length of the tunnelling probability, \(A\) the gate area, \(C_{\rm ox}\) the oxide capacitance per area and \(f\) the frequency. It asserts that the single-trap spectrum agrees with the cosine transform of a master-equation covariance, and that the gate shift agrees with a finite-difference solution of Poisson's equation. It also asserts the \(1/f\) law at 1 and 10 Hz and the arctangent form for a finite film, both against double quadrature. The mean spectrum and its spread between devices are compared with 20,000 randomly sampled devices. For the stated inputs the output gives 4.718 µV/√Hz at 1 Hz and a relative spread of the spectrum of 0.361 from the formula and 0.364 from sampling. With the true depth of the charge in a 2 nm film, the noise depends on the interface capture time and reaches at most 3.940 µV/√Hz in the range searched.

## Verification by program

```python
"""Gate-referred low-frequency noise from tunnelling oxide traps.

Result under test (one-sided spectrum, averaged over devices):
    S_V(f) = q^2 kT N_t lam / (A C_ox^2 f)
q: elementary charge, kT: thermal energy, N_t: traps per volume and energy,
lam: decay length of the tunnelling probability exp(-x/lam), A: gate area,
C_ox: oxide capacitance per area, f: frequency.
It counts all trapped charge at the silicon interface and assumes a wide
range of trap times. The program also treats a film of finite thickness,
where x is the trap depth from silicon and tau0 the capture time at x = 0.
SI units are used internally.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import simpson, trapezoid
from scipy.linalg import expm
from scipy.optimize import minimize_scalar

q = const.e
temperature = 300.0
kT = const.k * temperature
trap_density_cm = 1e17                       # per cm^3 per eV
trap_density = trap_density_cm * 1e6 / q     # per m^3 per J
lam = 0.1e-9
thickness = 2e-9
area = 1e-12
eps_rel = 3.9
eps_ox = eps_rel * const.epsilon_0
c_ox = eps_ox / thickness
freq = 1.0
step_voltage = q / (area * c_ox)


def ideal_spectrum(f):
    return q**2 * kT * trap_density * lam / (area * c_ox**2 * f)


# Reduced trap energy (E - E_F)/kT and the equilibrium occupancy.
energy = np.linspace(-30.0, 30.0, 241)
occupancy = 1.0 / (1.0 + np.exp(energy))


def quadrature_spectrum(f, tau0, x_low, x_high, weighted, points=2001):
    """Sum single-trap spectra over depth and energy."""
    x = np.linspace(x_low, x_high, points)
    omega = 2 * np.pi * f
    tau = occupancy[:, None] * tau0 * np.exp(x / lam)[None, :]
    lorentz = 4 * tau / (1 + (omega * tau)**2)
    if weighted:
        lorentz = lorentz * (1 - x / thickness)[None, :]**2
    over_depth = trapezoid(lorentz, x, axis=1)
    over_energy = kT * trapezoid(
        occupancy * (1 - occupancy) * over_depth, energy)
    return step_voltage**2 * trap_density * area * over_energy


def film_spectrum(f, tau0, weighted):
    return quadrature_spectrum(f, tau0, 0.0, thickness, weighted)


# Test: spectrum of one trap from its two-state master equation.
capture, emission, omega_test = 3.0, 5.0, 7.0
rates = np.array([[-capture, emission], [capture, -emission]])
dt = 1e-3
propagator = expm(rates * dt)
filled = capture / (capture + emission)
state = np.array([0.0, 1.0])                 # start with a filled trap
covariance = []
for _ in range(4001):
    covariance.append(filled * state[1] - filled**2)
    state = propagator @ state
times = dt * np.arange(4001)
transform = 4 * simpson(np.array(covariance) * np.cos(omega_test * times),
                        x=times)
tau_test = 1 / (capture + emission)
lorentzian = (4 * filled * (1 - filled) * tau_test
              / (1 + (omega_test * tau_test)**2))
assert abs(transform / lorentzian - 1) < 1e-6

# Test: gate shift by one electron per gate area, from Poisson's equation
# at a fixed, nonzero field at the silicon surface.
cells = 200
h = thickness / cells


def gate_potential(charge_index, sheet_charge):
    matrix = np.zeros((cells + 1, cells + 1))
    rhs = np.zeros(cells + 1)
    matrix[0, 0] = 1.0
    matrix[1, 0], matrix[1, 1] = -1.0, 1.0
    rhs[1] = 1e8 * h
    for i in range(1, cells):
        matrix[i + 1, i - 1:i + 2] = [1.0, -2.0, 1.0]
    rhs[charge_index + 1] -= sheet_charge * h / eps_ox
    return np.linalg.solve(matrix, rhs)[-1]


for index in (20, 100, 160):
    shift = gate_potential(index, -q / area) - gate_potential(index, 0.0)
    expected = step_voltage * (1 - index / cells)
    assert abs(shift / expected - 1) < 1e-6

# Test: 1/f law for a wide range of times, by quadrature at two frequencies.
for f in (1.0, 10.0):
    wide = quadrature_spectrum(f, 1 / (2 * np.pi), -40 * lam, 60 * lam,
                               False, 4001)
    assert abs(wide / ideal_spectrum(f) - 1) < 1e-5

# Test: finite film without depth weight, arctangent form against quadrature.
omega = 2 * np.pi * freq
span = np.exp(thickness / lam)
for tau0 in (1e-10, 1e-6, 1e-2):
    angle = (np.arctan(omega * occupancy * tau0 * span)
             - np.arctan(omega * occupancy * tau0))
    fraction = trapezoid(occupancy * (1 - occupancy) * angle * 2 / np.pi,
                         energy)
    direct = film_spectrum(freq, tau0, False)
    assert abs(direct / (fraction * ideal_spectrum(freq)) - 1) < 1e-4

# Test: mean and device-to-device spread from randomly placed traps.
# Times are in units of 1/omega; the range of times is wide.
n_active = trap_density * kT * lam * area
rng = np.random.default_rng(12)
devices = 20000
e_half, log_low, log_high = 12.0, -12.0, 22.0
mean_count = n_active * 2 * e_half * (log_high - log_low)
counts = rng.poisson(mean_count, devices)
owner = np.repeat(np.arange(devices), counts)
total = counts.sum()
fill = 1 / (1 + np.exp(rng.uniform(-e_half, e_half, total)))
tau = fill * np.exp(rng.uniform(log_low, log_high, total))
single = 4 * fill * (1 - fill) * tau / (1 + tau**2)
sampled = np.bincount(owner, weights=single, minlength=devices)
relative_std = np.sqrt(1 / (3 * np.pi**2 * n_active))
sampled_std = sampled.std() / sampled.mean()
assert abs(sampled.mean() / (2 * np.pi * n_active) - 1) < 0.015
assert abs(sampled_std / relative_std - 1) < 0.04

# Worked example.
s_ideal = ideal_spectrum(freq)
amp_ideal = np.sqrt(s_ideal) * 1e6
assert abs(amp_ideal - 4.7) < 0.05

print(f"temperature: {temperature:.0f} K")
print(f"trap density: {trap_density_cm:.1e} cm^-3 eV^-1")
print(f"attenuation length: {lam*1e9:.2f} nm")
print(f"oxide thickness: {thickness*1e9:.1f} nm")
print(f"gate area: {area*1e12:.1f} um^2")
print(f"oxide relative permittivity: {eps_rel:.1f}")
print(f"frequency: {freq:.1f} Hz")
print(f"thermal energy: {kT/q:.5f} eV")
print(f"oxide capacitance per area: {c_ox*1e2:.4f} uF/cm^2")
print(f"gate shift per interface electron: {step_voltage*1e6:.3f} uV")
print(f"n = N_t kT lam A: {n_active:.4f} (no unit)")
print(f"traps per kT in whole film: {n_active*thickness/lam:.2f} (no unit)")
print(f"number spectrum at 1 Hz: {n_active/freq:.4f} Hz^-1")
print(f"ideal gate spectrum at 1 Hz: {s_ideal:.4e} V^2/Hz")
print(f"ideal gate noise at 1 Hz: {amp_ideal:.3f} uV/sqrt(Hz)")
print(f"ideal gate noise at 10 Hz: "
      f"{np.sqrt(ideal_spectrum(10.0))*1e6:.3f} uV/sqrt(Hz)")
print(f"relative device spread of spectrum, formula: {relative_std:.3f}")
print(f"relative device spread of spectrum, sampled: {sampled_std:.3f}")
print(f"ratio of longest to shortest capture time: {span:.3e}")
print(f"trap time with omega tau = 1 at 1 Hz: {1/omega:.4f} s")

print("Film of finite thickness at 1 Hz; columns:")
print("tau0 (s) | depth where omega tau = 1 at half filling (nm) |")
print("noise, all charge at interface (uV/sqrt(Hz)) |")
print("noise, depth-weighted (uV/sqrt(Hz)) |")
print("exponent g of depth-weighted spectrum, S ~ 1/f^g")
for tau0 in (1e-10, 1e-8, 1e-6, 1e-4, 1e-2):
    depth = lam * np.log(2 / (omega * tau0))
    s_full = film_spectrum(freq, tau0, False)
    s_weighted = film_spectrum(freq, tau0, True)
    ratio = (film_spectrum(freq * 1.05, tau0, True)
             / film_spectrum(freq / 1.05, tau0, True))
    exponent = -np.log(ratio) / (2 * np.log(1.05))
    assert s_weighted < s_full < s_ideal
    if tau0 == 1e-6:
        assert abs(np.sqrt(s_full / s_ideal) - 1) < 0.01
    print(f"{tau0:.0e} | {depth*1e9:.3f} | {np.sqrt(s_full)*1e6:.3f} | "
          f"{np.sqrt(s_weighted)*1e6:.3f} | {exponent:.3f}")

best = minimize_scalar(
    lambda p: -film_spectrum(freq, 10**p, True) / s_ideal,
    bounds=(-6.0, 1.0), method="bounded", options={"xatol": 1e-3})
best_noise = np.sqrt(-best.fun * s_ideal) * 1e6
assert best_noise < amp_ideal
print(f"largest depth-weighted noise: {best_noise:.3f} uV/sqrt(Hz)")
print(f"tau0 at this largest noise: {10**best.x:.3e} s")
print("all tests passed")
```

Output:

```
temperature: 300 K
trap density: 1.0e+17 cm^-3 eV^-1
attenuation length: 0.10 nm
oxide thickness: 2.0 nm
gate area: 1.0 um^2
oxide relative permittivity: 3.9
frequency: 1.0 Hz
thermal energy: 0.02585 eV
oxide capacitance per area: 1.7266 uF/cm^2
gate shift per interface electron: 9.280 uV
n = N_t kT lam A: 0.2585 (no unit)
traps per kT in whole film: 5.17 (no unit)
number spectrum at 1 Hz: 0.2585 Hz^-1
ideal gate spectrum at 1 Hz: 2.2261e-11 V^2/Hz
ideal gate noise at 1 Hz: 4.718 uV/sqrt(Hz)
ideal gate noise at 10 Hz: 1.492 uV/sqrt(Hz)
relative device spread of spectrum, formula: 0.361
relative device spread of spectrum, sampled: 0.364
ratio of longest to shortest capture time: 4.852e+08
trap time with omega tau = 1 at 1 Hz: 0.1592 s
Film of finite thickness at 1 Hz; columns:
tau0 (s) | depth where omega tau = 1 at half filling (nm) |
noise, all charge at interface (uV/sqrt(Hz)) |
noise, depth-weighted (uV/sqrt(Hz)) |
exponent g of depth-weighted spectrum, S ~ 1/f^g
1e-10 | 2.188 | 1.459 | 0.104 | 0.003
1e-08 | 1.728 | 4.495 | 0.709 | 0.440
1e-06 | 1.267 | 4.714 | 1.714 | 0.734
1e-04 | 0.807 | 4.718 | 2.777 | 0.833
1e-02 | 0.346 | 4.671 | 3.790 | 0.908
largest depth-weighted noise: 3.940 uV/sqrt(Hz)
tau0 at this largest noise: 4.116e-02 s
all tests passed
```
